# Twist angle of a D3 tris-chelate from Kepert's donor repulsion: test program

```python
# Result under test: for a D3 tris-chelate with donor repulsion U = sum d^-n
# (Kepert: n = 6), the twist of the minimum is below 60 degrees whenever the
# normalised bite b < sqrt(2); it falls with b and vanishes at a finite bite.
# Symbols: b = donor-donor bite / metal-donor length; theta = twist between
# the two donors of one chelate (radians); k = (4-b^2)/2;
# x = sqrt(3) tan(theta/2); phi = polar angle of a donor from the C3 axis.
# All lengths are in units of the metal-donor length unless marked nm.
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq, minimize
from scipy.spatial.distance import pdist
from scipy.spatial.transform import Rotation

ROOT2 = np.sqrt(2.0)
STEP = 1e-4


def donors(b, theta):
    """Cartesian donor positions at given bite and twist."""
    s = min((4 - b*b) / (2 * (1 + np.cos(theta))), 1.0)
    rho, z = np.sqrt(s), np.sqrt(1 - s)
    az = 2 * np.pi * np.arange(3) / 3
    top = np.c_[rho*np.cos(az), rho*np.sin(az), np.full(3, z)]
    low = np.c_[rho*np.cos(az+theta), rho*np.sin(az+theta), np.full(3, -z)]
    return np.vstack([top, low])


def energy(b, theta, n=6):
    return np.sum(pdist(donors(b, theta)) ** (-float(n)))


def slope(b, theta, n=6):
    """Numerical dU/dtheta taken from the coordinates."""
    return (energy(b, theta+STEP, n) - energy(b, theta-STEP, n)) / (2*STEP)


def theta_max(b):
    return np.arccos(1 - b*b/2)


def twist_min(b, n=6):
    """Twist of the minimum, from coordinates only."""
    lo, hi = 0.002, theta_max(b) - 0.001
    if slope(b, lo, n) > 0:
        return 0.0
    return brentq(lambda t: slope(b, t, n), lo, hi, xtol=1e-13)


def squared_distances(x, k):
    return k*(3+x*x)/2, 4-k*(1+x)**2/2, 4-k*(1-x)**2/2


def g_formula(x, k, n=6):
    p = n/2 + 1
    A, B, C = squared_distances(x, k)
    return -2*x*A**-p + (1+x)*B**-p - (1-x)*C**-p


def prism_formula(b, n=6):
    p, k = n/2 + 1, (4-b*b)/2
    A0, B0 = 1.5*k, 4-k/2
    return B0**-p + p*k*B0**(-p-1) - A0**-p


def slope_law(n):
    p = n/2 + 1
    return np.sqrt(6)/2 * 4*p/(3*p-1+2.0**-p)


deg = np.degrees

# Distances and slope: coordinates against the derived expressions
for b in (0.7, 1.0, 1.2, 1.4):
    k = (4-b*b)/2
    for frac in (0.2, 0.5, 0.9):
        t = frac*theta_max(b)
        x = np.sqrt(3)*np.tan(t/2)
        A, B, C = squared_distances(x, k)
        derived = np.sort([A]*6 + [B]*3 + [C]*3 + [b*b]*3)
        assert np.allclose(np.sort(pdist(donors(b, t))**2), derived, atol=1e-12)
        for n in (1, 6, 12):
            formula = 1.5*n*k*g_formula(x, k, n)*(3+x*x)/(2*np.sqrt(3))
            assert np.isclose(slope(b, t, n), formula, rtol=1e-4, atol=1e-6)

# Uniqueness: G/x, rebuilt from the coordinate energy, rises with x;
# the energy also rises towards the planar end of the allowed range
for b in (0.6, 0.9, 1.1, 1.3, 1.4):
    k = (4-b*b)/2
    ts = np.linspace(0.05, theta_max(b)-0.01, 40)
    xs = np.sqrt(3)*np.tan(ts/2)
    dU = np.array([slope(b, t) for t in ts])
    ratio = dU / (9*k*xs*(3+xs**2)/(2*np.sqrt(3)))
    assert np.all(np.diff(ratio) > 0)
    assert dU[-1] > 0

# Sign of the slope at 60 degrees on both sides of sqrt(2)
for b in (1.05, 1.2, 1.35, 1.45, 1.5):
    k = (4-b*b)/2
    at60 = 9*k*(2/np.sqrt(3))*2*(b**-8 - (4-b*b)**-4)
    assert np.isclose(slope(b, np.pi/3), at60, rtol=1e-4, atol=1e-6)
    assert (slope(b, np.pi/3) > 0) == (b < ROOT2)

# Twist falls with the bite; coordinate minimum agrees with the zero of G
bites = np.linspace(0.90, 1.41, 18)
twists = np.array([twist_min(b) for b in bites])
assert np.all(np.diff(twists) > 0) and np.all(twists < np.pi/3)
assert abs(twist_min(ROOT2) - np.pi/3) < 1e-5 and twist_min(1.5) > np.pi/3
for b, t in zip(bites, twists):
    k = (4-b*b)/2
    x = brentq(lambda v: g_formula(v, k), 1e-4, np.sqrt(6/k-3))
    assert abs(2*np.arctan(x/np.sqrt(3)) - t) < 1e-5

# Linear law near the octahedron, for three repulsion exponents
numeric_slopes = {}
for n in (1, 6, 12):
    d = 1e-3
    numeric_slopes[n] = (twist_min(ROOT2+d, n)-twist_min(ROOT2-d, n))/(2*d)
    assert np.isclose(numeric_slopes[n], slope_law(n), rtol=3e-4)
assert np.isclose(slope_law(6), 128*np.sqrt(6)/177, rtol=1e-12)


# Bite at which the prism becomes the minimum
def prism_curvature(b, n=6):
    h = 2e-3
    return 2*(energy(b, h, n) - energy(b, 0.0, n))/h**2


critical = {}
for n in (1, 6, 12):
    critical[n] = brentq(lambda b: prism_formula(b, n), 0.3, 1.4)
    direct = brentq(lambda b: prism_curvature(b, n), 0.3, 1.4)
    assert abs(critical[n] - direct) < 1e-4
onset = twist_min(critical[6] + 1e-3)
assert 0 < onset < np.radians(4) and twist_min(critical[6]-0.01) == 0

print("dtheta/db at b=sqrt2, n=6: formula %.4f rad = %.2f deg; numeric %.4f rad"
      % (slope_law(6), deg(slope_law(6)), numeric_slopes[6]))
for n in (1, 12):
    print("dtheta/db at b=sqrt2, n=%d: %.2f deg" % (n, deg(slope_law(n))))
for n in (1, 6, 12):
    print("critical bite b_c for the prism, n=%d: %.4f" % (n, critical[n]))
print("twist at b_c + 0.001, n=6: %.2f deg" % deg(onset))
print("Table, n=6: bite b, twist (deg), polar angle phi (deg)")
for b in (1.5, ROOT2, 1.4, 1.3, 1.2, 1.1, 1.0, 0.9, 0.8):
    t = twist_min(b)
    phi = np.arcsin(np.sqrt((4-b*b)/(2*(1+np.cos(t)))))
    print("  %.4f  %.2f  %.2f" % (b, deg(t), deg(phi)))

# Worked example: rough typical lengths for an yttrium tris(beta-diketonate)
r_nm, bite_nm = 0.225, 0.275
b = bite_nm/r_nm
k = (4-b*b)/2
t = twist_min(b)
x = np.sqrt(3)*np.tan(t/2)
A, B, C = squared_distances(x, k)
phi = np.arcsin(np.sqrt(k*(3+x*x)/6))
print("Example inputs: Y-O %.3f nm, O...O bite %.3f nm" % (r_nm, bite_nm))
print("normalised bite b %.4f, k %.4f, x at minimum %.4f" % (b, k, x))
print("largest possible twist (planar donors) %.2f deg" % deg(theta_max(b)))
print("twist %.2f deg, polar angle %.2f deg" % (deg(t), deg(phi)))
print("linear-law twist %.2f deg" % (60 + deg(slope_law(6))*(b-ROOT2)))
print("triangle edge %.4f nm, short contact %.4f nm, long contact %.4f nm"
      % tuple(r_nm*np.sqrt([A, B, C])))
print("at 60 deg: triangle edge %.4f nm, short contact %.4f nm"
      % (r_nm*np.sqrt(4-b*b), r_nm*b))
print("dU/dtheta at 60 deg %.4f per rad (units r^-6)" % slope(b, np.pi/3))
print("U at minimum %.5f, at 60 deg %.5f, at prism %.5f (units r^-6)"
      % (energy(b, t), energy(b, np.pi/3), energy(b, 0.0)))
print("rough amidinate, 0.235 and 0.225 nm: b %.4f, twist %.2f deg"
      % (0.225/0.235, deg(twist_min(0.225/0.235))))

# Neglected effects: exponent and uncertainty of the lengths
for n in (1, 12):
    print("example twist with exponent n=%d: %.2f deg" % (n, deg(twist_min(b, n))))
print("twist with Y-O 0.005 nm shorter / longer: %.2f / %.2f deg"
      % (deg(twist_min(bite_nm/(r_nm-0.005))), deg(twist_min(bite_nm/(r_nm+0.005)))))
print("twist with bite 0.005 nm shorter / longer: %.2f / %.2f deg"
      % (deg(twist_min((bite_nm-0.005)/r_nm)), deg(twist_min((bite_nm+0.005)/r_nm))))

# Thermal spread: bare Coulomb repulsion of charges -e/2, one mirror form,
# flat weight in theta; SI value of the Gaussian e^2/r expressed in eV
temperature = 423.0
scale = 0.25*const.e/(4*np.pi*const.epsilon_0*r_nm*1e-9)
kT = const.k*temperature/const.e
grid = np.linspace(0, theta_max(b), 2001)
coulomb = scale*np.array([energy(b, v, 1) for v in grid])
weight = np.exp(-(coulomb-coulomb.min())/kT)
mean = np.sum(weight*grid)/np.sum(weight)
rms = np.sqrt(np.sum(weight*(grid-mean)**2)/np.sum(weight))
print("Coulomb scale q^2/r %.3f eV, kT at %.0f K %.4f eV" % (scale, temperature, kT))
print("Coulomb barrier through the prism %.3f eV" % (coulomb[0]-coulomb.min()))
print("thermal mean twist %.2f deg, rms spread %.2f deg" % (deg(mean), deg(rms)))


# Release of D3 symmetry: three rigid chelates, each freely rotated
def free_distances(params, bite):
    m = Rotation.from_rotvec(params.reshape(3, 3)).as_matrix()
    half = bite/2
    mid, arm = m[:, :, 2]*np.sqrt(1-half**2), m[:, :, 0]*half
    return pdist(np.vstack([mid+arm, mid-arm]))


rng = np.random.default_rng(7)
for bite in (b, 1.0, 0.8):
    best = None
    for _ in range(12):
        trial = minimize(lambda q: np.sum(free_distances(q, bite)**-6.0),
                         rng.normal(size=9)*1.5, method="BFGS")
        if best is None or trial.fun < best.fun:
            best = trial
    t_sym = twist_min(bite)
    u_sym = energy(bite, t_sym)
    if bite == b:
        assert abs(best.fun/u_sym - 1) < 1e-6
        assert np.allclose(np.sort(free_distances(best.x, bite)),
                           np.sort(pdist(donors(bite, t_sym))), atol=3e-3)
    print("b %.4f: lowest U without symmetry %.6f, D3 minimum %.6f (r^-6)"
          % (bite, best.fun, u_sym))

print("all good")
```

Printed output:

```
dtheta/db at b=sqrt2, n=6: formula 1.7714 rad = 101.49 deg; numeric 1.7714 rad
dtheta/db at b=sqrt2, n=1: 109.26 deg
dtheta/db at b=sqrt2, n=12: 98.20 deg
critical bite b_c for the prism, n=1: 0.9835
critical bite b_c for the prism, n=6: 0.8782
critical bite b_c for the prism, n=12: 0.7931
twist at b_c + 0.001, n=6: 1.82 deg
Table, n=6: bite b, twist (deg), polar angle phi (deg)
  1.5000  69.10  53.43
  1.4142  60.00  54.74
  1.4000  58.57  54.96
  1.3000  48.95  56.61
  1.2000  39.90  58.33
  1.1000  31.02  60.08
  1.0000  21.58  61.84
  0.9000  8.59  63.58
  0.8000  0.00  66.42
Example inputs: Y-O 0.225 nm, O...O bite 0.275 nm
normalised bite b 1.2222, k 1.2531, x at minimum 0.6628
largest possible twist (planar donors) 75.34 deg
twist 41.88 deg, polar angle 57.94 deg
linear-law twist 40.51 deg
triangle edge 0.3303 nm, short contact 0.3388 nm, long contact 0.4460 nm
at 60 deg: triangle edge 0.3562 nm, short contact 0.2750 nm
dU/dtheta at 60 deg 4.5700 per rad (units r^-6)
U at minimum 1.80633, at 60 deg 2.22795, at prism 1.95975 (units r^-6)
rough amidinate, 0.235 and 0.225 nm: b 0.9574, twist 16.96 deg
example twist with exponent n=1: 39.66 deg
example twist with exponent n=12: 42.81 deg
twist with Y-O 0.005 nm shorter / longer: 44.38 / 39.52 deg
twist with bite 0.005 nm shorter / longer: 39.90 / 43.88 deg
Coulomb scale q^2/r 1.600 eV, kT at 423 K 0.0365 eV
Coulomb barrier through the prism 0.081 eV
thermal mean twist 33.96 deg, rms spread 11.46 deg
b 1.2222: lowest U without symmetry 1.806326, D3 minimum 1.806326 (r^-6)
b 1.0000: lowest U without symmetry 3.691359, D3 minimum 3.691359 (r^-6)
b 0.8000: lowest U without symmetry 12.009169, D3 minimum 12.009169 (r^-6)
all good
```
